# Why the Slow Step-Function Series Does Not Limit LAPW Accuracy

**Q:** I distrust the interstitial part of the LAPW method. The region between the atomic spheres is described by a step function \(\Theta(\mathbf r)\), equal to 1 between the spheres and 0 inside them. A program holds finitely many Fourier coefficients of it, and the Fourier series of a discontinuous function converges badly. Surely the energies can be no better than that series?

**A:** That depends on what the coefficients are used for. Let us fix the conventions first. In a cell of volume \(\Omega\), a lattice-periodic function is

\[
f(\mathbf r)=\sum_{\mathbf G} f(\mathbf G)\,e^{i\mathbf G\cdot\mathbf r},\qquad
f(\mathbf G)=\frac1\Omega\int_\Omega f(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r .
\]

An LAPW basis function is labelled by \(\mathbf K=\mathbf k+\mathbf G\) with \(|\mathbf K|\le K_{\max}\). Between the spheres it is the plane wave \(\Omega^{-1/2}e^{i\mathbf K\cdot\mathbf r}\). Inside a sphere it is, for each angular momentum \(l\), a combination of a radial solution \(u_l\) at a chosen energy parameter and its energy derivative \(\dot u_l\), matched to the plane wave in value and slope. I use Hartree atomic units and assume that the spheres do not overlap.

Now write down the interstitial overlap of two basis functions. Where does \(\Theta\) enter?

**Q:** It restricts the integral:

\[
\langle\mathbf K|\mathbf K'\rangle_I=\frac1\Omega\int_\Omega \Theta(\mathbf r)\,e^{-i(\mathbf K-\mathbf K')\cdot\mathbf r}\,d^3r .
\]

**A:** Compare this with the definition of a Fourier coefficient. The Bloch vector cancels in \(\mathbf K-\mathbf K'=\mathbf G-\mathbf G'\), which is a reciprocal lattice vector, so

\[
\langle\mathbf K|\mathbf K'\rangle_I=\Theta(\mathbf K-\mathbf K').
\]

The element is one coefficient. No series has been summed, so there is no series whose convergence could matter. The triangle inequality gives \(|\mathbf K-\mathbf K'|\le|\mathbf K|+|\mathbf K'|\le 2K_{\max}\), which bounds the coefficients that the overlap matrix needs.

**Q:** Then the coefficient itself must be known without error. How do you get it without a grid?

**A:** By integrating over the spheres. Since \(\Theta\) is 1 minus the indicator functions of the spheres, and the constant 1 has the coefficient \(\delta_{\mathbf G0}\), we need the integral of a plane wave over a sphere of radius \(R_a\) centred at \(\boldsymbol\tau_a\). Put \(\mathbf r=\boldsymbol\tau_a+\mathbf s\). The centre gives a factor \(e^{-i\mathbf G\cdot\boldsymbol\tau_a}\). With the polar axis along \(\mathbf G\) and \(\mu=\cos\theta\), the rest is

\[
2\pi\int_0^{R_a}\! s^2ds\int_{-1}^{1}\!e^{-iGs\mu}d\mu
=\frac{4\pi}{G}\int_0^{R_a}\! s\sin(Gs)\,ds ,
\]

because the angular integral is \(2\sin(Gs)/(Gs)\). Integration by parts gives

\[
\frac{4\pi}{G}\left[-\frac{R_a\cos GR_a}{G}+\frac{\sin GR_a}{G^2}\right]
=4\pi R_a^3\,\frac{\sin x-x\cos x}{x^3},\qquad x=GR_a .
\]

The spherical Bessel function \(j_1(x)=(\sin x-x\cos x)/x^2\) shortens this to \(4\pi R_a^3 j_1(x)/x\). Dividing by \(\Omega\) and subtracting,

\[
\Theta(\mathbf G)=\delta_{\mathbf G0}-\sum_a\frac{4\pi R_a^3}{\Omega}\,e^{-i\mathbf G\cdot\boldsymbol\tau_a}\,\frac{j_1(GR_a)}{GR_a}.
\]

For small \(x\), \(\sin x-x\cos x\approx x^3/3\), so \(j_1(x)/x\to1/3\). Then \(\Theta(0)=1-\sum_a 4\pi R_a^3/(3\Omega)\), the interstitial volume fraction, as it must be.

**Q:** The kinetic energy contains derivatives. Does the jump of \(\Theta\) not cause trouble there?

**A:** \(\Theta\) is never differentiated; it marks the region of integration. In gradient form, \(\nabla\) brings down \(-i\mathbf K\) from the conjugated wave and \(i\mathbf K'\) from the other, and \((-i)(i)=1\):

\[
T^I_{\mathbf K\mathbf K'}=\frac12\int_I\nabla\phi_{\mathbf K}^*\cdot\nabla\phi_{\mathbf K'}\,d^3r
=\tfrac12\,\mathbf K\cdot\mathbf K'\;\Theta(\mathbf K-\mathbf K').
\]

What needs care is the surface. Green's identity reads

\[
\frac12\int_I\nabla\phi^*\cdot\nabla\phi'\,d^3r=-\frac12\int_I\phi^*\nabla^2\phi'\,d^3r+\frac12\oint_{\partial I}\phi^*\,\partial_n\phi'\,dS .
\]

On opposite cell faces the surface terms cancel by Bloch periodicity. On a sphere, the outward normal of the interstitial points into the sphere, opposite to the sphere's own outward normal. The two surface terms therefore cancel when value and slope are continuous. Either form may then be used, provided that it is the same form on both sides. In practice the matching stops at a largest \(l\), so the cancellation holds up to that cutoff. The gradient form is Hermitian in each region separately, which is convenient.

**Q:** So coefficients up to \(2K_{\max}\) are enough for everything.

**A:** For overlap and kinetic energy, yes. Try the potential before you extend the claim. Suppose the interstitial potential is a finite plane-wave sum with \(|\mathbf G'|\le G_{\rm pot}\).

**Q:** With \(\mathbf q=\mathbf K-\mathbf K'\), I insert that sum into the integral:

\[
\frac1\Omega\int_\Omega\Theta V e^{-i\mathbf q\cdot\mathbf r}d^3r
=\sum_{\mathbf G'}V(\mathbf G')\,\frac1\Omega\int_\Omega\Theta\, e^{-i(\mathbf q-\mathbf G')\cdot\mathbf r}d^3r
=\sum_{\mathbf G'}V(\mathbf G')\,\Theta(\mathbf q-\mathbf G').
\]

The argument of \(\Theta\) is now \(\mathbf q-\mathbf G'\), and it can be as long as \(2K_{\max}+G_{\rm pot}\).

**A:** That is the correction. The product \(V\Theta\) is needed up to \(2K_{\max}\), but \(\Theta\) itself up to \(2K_{\max}+G_{\rm pot}\). The sum over \(\mathbf G'\) is finite because \(V\) has finitely many components, so the result is still exact for that \(V\), apart from rounding.

Here is a case with numbers. Take a cubic cell with \(a=6\) bohr, so \(g=2\pi/a=1.047\ \text{bohr}^{-1}\), and a sphere of radius 2.5 bohr placed off the origin. Let the potential be \(\sum_i[w_1\cos(gx_i)+w_2\cos(2gx_i)]\) with \(w_1=0.3\) and \(w_2=0.1\) hartree. Its largest component is \(2g=2.094\ \text{bohr}^{-1}\). For \(K_{\max}=4\ \text{bohr}^{-1}\) the required reach is \(8+2.094=10.094\ \text{bohr}^{-1}\).

The numerical check compares five differences \(\mathbf q\) with direct quadrature over the region between the sphere and the cell faces. With the full reach, the largest error of a potential element is \(2\times10^{-13}\) hartree. With \(\Theta\) cut at \(2K_{\max}\), it is \(6\times10^{-4}\) hartree among these five, and \(8\times10^{-4}\) hartree over all \(|\mathbf q|\le2K_{\max}\).

**Q:** Suppose that \(V\) and \(\Theta\) are multiplied on an FFT grid instead. Is that not a real-space representation of the step, with all its faults?

**A:** It is a way to evaluate the same convolution, if two conditions hold. First, the grid function must be built from the analytic coefficients up to the full reach. It will oscillate and will not look like a clean step, and that is harmless. Second, the grid must keep aliases away from the coefficients you read off.

On a grid of \(N\) points per axis, integer components \(n\) and \(n+N\) are indistinguishable, because \(e^{2\pi i(n+N)j/N}=e^{2\pi inj/N}\) for integer \(j\). In our case \(\Theta\) has components up to 9 along an axis (\(10.094/1.047=9.64\)) and \(V\) up to 2, so the product reaches 11. The wanted components go up to 7 (\(8/1.047=7.64\)). The nearest alias of 11 is \(11-N\), and it stays outside the wanted range if \(N-11>7\), that is \(N>18\). With \(N=20\) the error is again \(2\times10^{-13}\) hartree.

**Q:** And if I simply put 0 or 1 at each grid point? That looks far more like the true step.

**A:** It looks better and is worse. Sampling the sharp step folds its high Fourier components onto the low ones you need. On the same \(20^3\) grid, the largest error in the five potential elements is \(5\times10^{-4}\) hartree. Here the slow decay does harm, because the tail has been mixed into the wanted coefficients.

**Q:** How slow is the decay? I would like to see that my worry had some substance.

**A:** It had. Take one sphere and let \(\Theta_c\) be the partial sum up to \(G_c\). By Parseval's theorem the mean-square error over the cell is the sum of the omitted \(|\Theta(\mathbf G)|^2\). Since \(\Theta^2=\Theta\), the sum over all \(\mathbf G\) is \(\Theta(0)\), and therefore

\[
\frac1\Omega\int_\Omega|\Theta-\Theta_c|^2d^3r=\Theta(0)-\sum_{G\le G_c}|\Theta(\mathbf G)|^2 .
\]

For the tail, use \(j_1(x)/x\approx-\cos x/x^2\) at large \(x\), which gives \(|\Theta(\mathbf G)|^2\approx(4\pi R/\Omega)^2\cos^2(GR)/G^4\). Replace the sum over \(\mathbf G\) by \(\Omega/(2\pi)^3\int4\pi G^2dG=\Omega/(2\pi^2)\int G^2dG\), and \(\cos^2\) by its average \(1/2\):

\[
\frac{16\pi^2R^2}{\Omega^2}\cdot\frac12\cdot\frac{\Omega}{2\pi^2}\int_{G_c}^\infty\frac{dG}{G^2}=\frac{4R^2}{\Omega G_c}.
\]

The rms error thus falls as \(G_c^{-1/2}\) to leading order. For \(R=2.5\) bohr, \(\Omega=216\ \text{bohr}^3\) and \(G_c=32\ \text{bohr}^{-1}\), the formula gives \(\sqrt{25/6912}=0.060\), in agreement with the direct sum. By the same law, an rms error of \(10^{-3}\) would need \(G_c=25/(216\times10^{-6})\approx1.2\times10^5\ \text{bohr}^{-1}\).

**Q:** That is hopeless. How can an error of that size be invisible to the energy?

**A:** Look at what is missing. For \(G_c\ge2K_{\max}\), the difference \(\Theta-\Theta_c\) contains only waves with \(|\mathbf G|>2K_{\max}\). A product of two basis plane waves contains only \(|\mathbf q|\le2K_{\max}\). Different Fourier components are orthogonal over the cell, so

\[
\frac1\Omega\int_\Omega(\Theta-\Theta_c)\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r=0\qquad(|\mathbf q|\le 2K_{\max}).
\]

The difference is not small. It is orthogonal to everything that the overlap and kinetic matrices ask about. With a potential, the products \(V e^{-i\mathbf q\cdot\mathbf r}\) reach further, and the same argument holds once \(G_c\ge2K_{\max}+G_{\rm pot}\).

The interstitial charge follows the same rule. For a normalized state with coefficients \(c_{\mathbf K}\),

\[
\int_I|\psi|^2d^3r=\sum_{\mathbf K\mathbf K'}c^*_{\mathbf K}\,\Theta(\mathbf K-\mathbf K')\,c_{\mathbf K'} .
\]

**Q:** I accept the algebra. I would still like to see an energy converge while the step series does not.

**A:** Keep the cubic cell, put the sphere at the origin, and let the potential be \(-V_0(1-r^2/R^2)^3\) inside it, with \(V_0=2\) hartree, and zero outside. This potential and its first two derivatives vanish at \(R\), so an ordinary plane-wave calculation converges well and can serve as a reference that contains neither spheres nor a step. At \(\mathbf k=(0.25,0.15,0.05)\,2\pi/a\) it gives a lowest eigenvalue of \(-0.3358608\) hartree, or \(-9.1392\) eV. Enlarging the reference basis from 1004 to 1877 waves changes it by \(1\times10^{-8}\) hartree.

The LAPW calculation uses \(l\le16\), and its energy parameter is iterated to the eigenvalue. The last column is the rms error of the step series cut at \(2K_{\max}\).

| \(K_{\max}\) (bohr⁻¹) | Basis size | Energy error (hartree) | Step rms error |
|---|---|---|---|
| 1.6 | 16 | \(6.6\times10^{-3}\) | 0.19 |
| 2.4 | 52 | \(1.6\times10^{-4}\) | 0.15 |
| 3.2 | 117 | \(4.2\times10^{-6}\) | 0.13 |
| 4.0 | 231 | \(7\times10^{-8}\) | 0.12 |

From the first row to the last, the step error falls by a factor of \(0.191/0.119=1.6\), and the energy error by about \(9\times10^4\). The final energy error is 0.002 meV. The interstitial charge at \(K_{\max}=4\ \text{bohr}^{-1}\) is 0.09290 electron, and real-space integration of the reference density gives 0.09290 as well.

**Q:** What would a faulty step do to this energy?

**A:** Hold the final eigenvector fixed, replace \(\Theta\) in both matrices, and look at the change of the Rayleigh quotient \(c^\dagger Hc/c^\dagger Sc\). Cutting the analytic coefficients at \(K_{\max}\) instead of \(2K_{\max}\) shifts it by \(+1.2\times10^{-3}\) hartree. That first-order shift understates the damage: with this cut the overlap matrix has three negative eigenvalues, the lowest about \(-0.12\), and solving the eigenproblem again gives spurious eigenvalues far below the physical one. A sampled 0/1 step shifts it by \(-1.7\times10^{-3}\), \(+5\times10^{-5}\) and \(-1.1\times10^{-4}\) hartree on grids of \(20^3\), \(40^3\) and \(80^3\) points.

**Q:** The finest grid is worse than the middle one.

**A:** Yes, in this example refinement does not improve the result steadily. All three shifts are hundreds of times the LAPW error of \(7\times10^{-8}\) hartree or more.

**Q:** If the step is not the limit, what is?

**A:** The basis and the potential. \(K_{\max}\) limits the plane waves, as the table shows. The \(l\) cutoff limits the matching at the sphere. Inside the sphere there are two radial functions per \(l\), and adding plane waves does not add a third.

That last limit can be severe. With \(K_{\max}=4\ \text{bohr}^{-1}\) and the correct \(\Theta\), I moved the energy parameter 1 hartree above the eigenvalue. The lowest LAPW eigenvalue then came out 0.47 hartree too high, at \(+0.13\) hartree. The pair \(u_l,\dot u_l\) supplies the first two terms of a Taylor expansion of the radial solution in energy, which is justified for small displacements. In the variable \(r/R\), the radial equation contains the energy as \(2R^2E\), so the displacement enters as \(2\times6.25\times1=12.5\), which is not small. An energy parameter near the state, or additional local orbitals, addresses this; more coefficients of \(\Theta\) do not.

**Q:** And the potential?

**A:** The convolution is exact for the \(V\) you give it. An exchange-correlation potential is a nonlinear function of the density, so in general it is not a finite plane-wave sum even when the interstitial density is one. The plane-wave series for the Coulomb potential that the charge in the spheres produces in the interstitial is in general not finite either. Truncating the potential at \(G_{\rm pot}\) is an approximation, to be converged by raising \(G_{\rm pot}\), with the reach of \(\Theta\) raised along with it. The example above does not measure that error, since its interstitial potential is zero.

**Q:** So my mistake was to judge \(\Theta\) by how well its partial sum draws a step.

**A:** Yes. The matrix elements ask for particular Fourier coefficients, and each of those is known in closed form.

## Numbers as computed

```
lattice constant 6.0 bohr, sphere radius 2.5 bohr
well depth 2.0 hartree, l_max 16
k in units of 2 pi/a: 0.25 0.15 0.05
g = 2 pi/a = 1.04720 1/bohr, cell volume 216.0 bohr^3
interstitial volume fraction Theta(0) = 0.696991
element test: w1 = 0.3 hartree, w2 = 0.1 hartree
element test: sphere centre in bohr: 0.7 -0.4 1.1
element test: 2 Kmax = 8.000, G_pot = 2.094 1/bohr
element test: required reach of Theta 10.094 1/bohr
largest overlap element error 2.6e-14 (dimensionless)
largest potential element error in hartree:
  Theta to 2Kmax+Gpot, direct sum    2.4e-13
  Theta to 2Kmax+Gpot, FFT 20^3      2.4e-13
  Theta to 2Kmax only                5.95e-04
  0/1 step sampled on 20^3 points    5.42e-04
plane-wave reference: 1004 waves -0.335860779 hartree
plane-wave reference: 1877 waves -0.335860789 hartree
reference energy -9.139238 eV
LAPW: Kmax (1/bohr), R*Kmax, basis size, energy (hartree),
      energy error (hartree), rms error of step series cut at 2Kmax
  1.6   4.0   16 -0.329225993 +6.63e-03 0.1911
  2.4   6.0   52 -0.335702003 +1.59e-04 0.1538
  3.2   8.0  117 -0.335856564 +4.23e-06 0.1339
  4.0  10.0  231 -0.335860717 +7.19e-08 0.1193
final LAPW error +0.00196 meV
step series cut at 32 1/bohr: rms error 0.0601
  asymptotic law sqrt(4R^2/(volume*Gc)): 0.0601
interstitial charge, LAPW c.Theta.c      0.0928991 electron
interstitial charge, reference quadrature 0.0928984 electron
Rayleigh-quotient change with a faulty step, fixed eigenvector:
  0/1 step sampled on 20^3 points: -1.69e-03 hartree
  0/1 step sampled on 40^3 points: +5.12e-05 hartree
  0/1 step sampled on 80^3 points: -1.14e-04 hartree
  analytic Theta cut at Kmax: +1.16e-03 hartree
energy parameter displaced by 1.0 hartree, exact Theta:
  LAPW energy error +4.70e-01 hartree
```
